**Parabolic-barrier crossover for a hydrogen hop**

The program tests $k_BT_c=\hbar\omega/2\pi$ and $\kappa=(\pi T_c/T)/\sin(\pi T_c/T)$ for $T>T_c$, where $\omega$ is the angular barrier frequency and $\kappa$ the ratio of quantum to classical thermal flux. It asserts that the parabolic transmission formula agrees with direct integration of the wave equation, and that the thermal integral has the stated value above $T_c$ and grows with cutoff depth at and below it. A discretized imaginary-time loop resting at the saddle, which can always slide off as a whole, also becomes unstable to stretching at the same temperature to within 0.05 percent. For a finite $\mathrm{sech}^2$ barrier of height $V_0$, the program asserts the action, the period, the dominant energy $V_0(T/T_c)^2$ at three temperatures below $T_c$, and the estimate of $\kappa(T_c)$ to 10 percent. An explicit oscillator bath tests the friction-reduced growth rate. The output gives $T_c=229$ K for 1000 cm$^{-1}$ and a finite flux ratio of 8.7 there for a 0.5 eV barrier. It also sizes the effects of friction, deuterium, frequency error and discrete well levels.

## Program and output

```python
"""Crossover temperature of a parabolic barrier, k_B Tc = hbar w/(2 pi).

Result under test: for V = V0 - m w^2 x^2/2 the thermal quantum/classical
flux ratio is kappa = (pi Tc/T)/sin(pi Tc/T) for T > Tc, diverging at Tc.
w: angular barrier frequency; V0: barrier height; m: hydrogen (proton) mass.
A finite barrier V0 sech^2(x/a) with the same w shows what replaces the
divergence. Energies are in eV, lengths in angstrom, temperatures in K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar

wavenumber = 1000.0       # 1/cm
barrier = 0.5             # eV
kB = const.k / const.e    # eV/K
omega = 2 * np.pi * const.c * wavenumber * 100   # rad/s
quantum = const.hbar * omega / const.e           # hbar w in eV
Tc = quantum / (2 * np.pi * kB)


# Parabolic transmission from direct integration of the wave equation
def parabola_transmission(eps, L=12.0):
    """Scaled H = (p^2 - x^2)/2; eps is energy from the top over hbar w."""
    k = np.sqrt(L**2 + 2 * eps)
    slope = L / (2 * k**2)
    start = k**-0.5 + 0j
    sol = solve_ivp(lambda x, y: [y[1], -(x * x + 2 * eps) * y[0]],
                    (L, -L), [start, (1j * k - slope) * start],
                    method="DOP853", rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    incoming = (dpsi + (1j * k - slope) * psi) / (2j * k)
    return 1 / (k * abs(incoming)**2)


for eps in (-0.5, -0.2, 0.0, 0.3):
    formula = 1 / (1 + np.exp(-2 * np.pi * eps))
    assert abs(parabola_transmission(eps) / formula - 1) < 2e-3


# Thermal average; y = (E - V0)/(k_B Tc), t = Tc/T
def log_integrand(y, t):
    return -y * t - np.logaddexp(0, -y)


def thermal_integral(t, depth):
    def f(y):
        return np.exp(log_integrand(y, t))
    return (quad(f, -depth, 0, limit=300)[0]
            + quad(f, 0, 300, limit=300)[0])


def kappa_parabola(T):
    return (np.pi * Tc / T) / np.sin(np.pi * Tc / T)


for t in (0.3, 0.5, 0.75, 0.9):
    assert abs(t * thermal_integral(t, 300) / kappa_parabola(Tc / t) - 1) < 1e-5
    best = minimize_scalar(lambda y: -log_integrand(y, t),
                           bounds=(-10, 10), method="bounded")
    assert abs(best.x - np.log(1 / t - 1)) < 1e-3
# At Tc the integral grows linearly with depth, below Tc exponentially
growth_at_Tc = thermal_integral(1.0, 40) - thermal_integral(1.0, 20)
assert abs(growth_at_Tc - 20) < 1e-3
growth_below = thermal_integral(1.25, 40) / thermal_integral(1.25, 20)
assert abs(growth_below / np.exp(0.25 * 20) - 1) < 0.02


# Imaginary-time loop on the saddle: second Hessian eigenvalue changes sign
beads = 128
ring = 2 * np.eye(beads)
for j in range(beads):
    ring[j, (j + 1) % beads] -= 1
    ring[j, (j - 1) % beads] -= 1


def second_eigenvalue(T):
    spring = (beads * kB * T / quantum)**2
    return np.linalg.eigvalsh(spring * ring - np.eye(beads))[1]


T_loop = brentq(second_eigenvalue, 100, 500, xtol=1e-6)
assert abs(T_loop / Tc - 1) < 5e-4


# Finite barrier: action and imaginary-time period by quadrature
def root_strength(V0):
    """sqrt(2 m V0 a^2)/hbar when the saddle frequency is w."""
    return 2 * V0 / quantum


for e in (0.25, 0.6, 0.999):
    turn = np.arccosh(1 / np.sqrt(e))

    def gap(s):
        return 1 / np.cosh(turn * np.sin(s))**2 - e
    half = np.pi / 2
    period = 2 * quad(lambda s: turn * np.cos(s) / np.sqrt(gap(s)),
                      -half, half, epsabs=1e-7, epsrel=1e-7)[0]
    action = 2 * quad(lambda s: turn * np.cos(s) * np.sqrt(max(gap(s), 0)),
                      -half, half)[0]
    assert abs(period * np.sqrt(e) / (2 * np.pi) - 1) < 1e-4
    assert abs(action - 2 * np.pi * (1 - np.sqrt(e))) < 1e-5


# Finite barrier: numerical transmission (Numerov), all energies together
energy_ratio = np.arange(0.001, 3.0005, 0.001)       # E/V0


def finite_transmission(V0, step=0.005, L=10.0):
    g = root_strength(V0)**2
    k = np.sqrt(g * energy_ratio)
    n = int(round(2 * L / step))
    x = L - step * np.arange(n + 1)
    shape = 1 / np.cosh(x)**2

    def weight(i):
        return 1 - step**2 * g * (shape[i] - energy_ratio) / 12
    old = np.ones_like(k, dtype=complex)
    now = np.exp(-1j * k * step)
    w_old, w_now = weight(0), weight(1)
    for i in range(2, n + 1):
        w_new = weight(i)
        new = ((12 - 10 * w_now) * now - w_old * old) / w_new
        old, now, w_old, w_now = now, new, w_now, w_new
    incoming = (old - now * np.exp(-1j * k * step)) / (2j * np.sin(k * step))
    return 1 / abs(incoming)**2


def finite_thermal(P, V0, T):
    """Flux ratio, dominant E (eV), share of flux below the top."""
    E = V0 * energy_ratio
    integrand = P * np.exp(-(E - V0) / (kB * T)) / (kB * T)
    total = trapezoid(integrand, E)
    below = energy_ratio <= 1.0 + 1e-9
    share = trapezoid(integrand[below], E[below]) / total
    return total, E[np.argmax(integrand)], share


P_fin = finite_transmission(barrier)
P_coarse = finite_transmission(barrier, step=0.01)
P_high = finite_transmission(2 * barrier)
index = np.argmin(abs(energy_ratio - 0.25))
S_quarter = 2 * np.pi * root_strength(barrier) * 0.5
assert abs(np.log(P_fin[index]) + S_quarter) < 0.2

for T in (2 * Tc, 700.0):
    assert abs(finite_thermal(P_fin, barrier, T)[0] / kappa_parabola(T) - 1) < 0.05
for T in (0.5 * Tc, 150.0, 0.75 * Tc):
    peak = finite_thermal(P_fin, barrier, T)[1]
    assert abs(peak / barrier - (T / Tc)**2) < 0.005
kappa_Tc = finite_thermal(P_fin, barrier, Tc)[0]
kappa_Tc_high = finite_thermal(P_high, 2 * barrier, Tc)[0]
estimate = np.pi * np.sqrt(2 * barrier / quantum)
estimate_high = np.pi * np.sqrt(4 * barrier / quantum)
assert abs(kappa_Tc / estimate - 1) < 0.1
assert abs(kappa_Tc_high / estimate_high - 1) < 0.1
shift = max(abs(finite_thermal(P_coarse, barrier, T)[0]
                / finite_thermal(P_fin, barrier, T)[0] - 1)
            for T in (150.0, Tc, 300.0, 700.0))
assert shift < 1e-2


# Friction: unstable normal mode of saddle plus explicit oscillator bath
friction = 0.1                                      # gamma/w
spacing, modes = 0.2, 1000
bath = spacing * (np.arange(modes) + 0.5)
coupling = bath * np.sqrt(2 * friction * spacing / np.pi)
hessian = np.diag(np.concatenate(([-1 + np.sum((coupling / bath)**2)], bath**2)))
hessian[0, 1:] = hessian[1:, 0] = -coupling
mu_bath = np.sqrt(-np.linalg.eigvalsh(hessian)[0])
mu = np.sqrt(1 + friction**2 / 4) - friction / 2
assert abs(mu_bath - mu) < 1e-3


# Discrete well levels: periodic cosine with equal height and saddle w
omega_length = np.sqrt(2 * barrier * const.e / const.m_p) / omega * 1e10
hop_length = np.pi * omega_length
kinetic = 4 * barrier / root_strength(barrier)**2
waves = np.arange(-20, 21)
hop_matrix = barrier / 4 * (np.eye(41, k=1) + np.eye(41, k=-1))
bands = np.array([np.linalg.eigvalsh(np.diag(kinetic * (waves + q)**2
                  + barrier / 2) + hop_matrix)
                  for q in (np.arange(20) + 0.5) / 40])
levels = bands.mean(axis=0)
bound = levels < barrier
Q_quantum = np.exp(-bands[:, bound] / (kB * Tc)).sum(axis=1).mean()
well_factor = (kB * Tc / quantum) / Q_quantum
assert abs(well_factor / (np.sinh(np.pi) / np.pi) - 1) < 0.15

deuterium = Tc * np.sqrt(const.m_p / const.physical_constants["deuteron mass"][0])

print(f"imaginary wavenumber           {wavenumber:.0f} 1/cm")
print(f"angular frequency w            {omega:.4e} rad/s")
print(f"hbar w                         {quantum:.5f} eV")
print(f"hbar w / k_B                   {quantum / kB:.1f} K")
print(f"crossover Tc                   {Tc:.2f} K")
print(f"k_B Tc                         {kB * Tc:.5f} eV")
print(f"Tc from imaginary-time loop    {T_loop:.2f} K ({beads} beads)")
print(f"2 Tc (peak at barrier top)     {2 * Tc:.1f} K")
print(f"barrier height V0              {barrier:.2f} eV")
print(f"sech^2 width a                 {omega_length:.3f} angstrom")
print("Parabolic barrier: T (K), kappa, peak E - V0 (eV)")
for T in (700.0, 2 * Tc, 300.0, 240.0):
    offset = kB * Tc * np.log(T / Tc - 1)
    print(f"  {T:6.1f}  {kappa_parabola(T):8.3f}  {offset:+.4f}")
print("Finite barrier: T (K), kappa, peak E (eV), flux share below top")
for T in (700.0, 2 * Tc, 300.0, Tc, 150.0):
    ratio, peak, share = finite_thermal(P_fin, barrier, T)
    print(f"  {T:6.1f}  {ratio:10.4g}  {peak:.4f}  {share:.3f}")
print(f"V0 (T/Tc)^2 at 150 K           {barrier * (150 / Tc)**2:.4f} eV")
print(f"kappa(Tc) estimate, V0         {estimate:.2f}")
print(f"kappa(Tc) numerical, 2 V0      {kappa_Tc_high:.2f}")
print(f"kappa(Tc) estimate, 2 V0       {estimate_high:.2f}")
print(f"largest kappa shift, step 0.01 to 0.005 a: {100 * shift:.1e} percent")
print(f"Tc with friction {friction:.1f} w          {mu * Tc:.1f} K")
print(f"Tc for deuterium               {deuterium:.1f} K")
print(f"Tc change for 10% in w         {0.1 * Tc:.1f} K")
print(f"cosine hop length              {hop_length:.3f} angstrom")
print(f"cosine well ground level       {levels[0]:.4f} eV")
print(f"cosine well first spacing      {levels[1] - levels[0]:.4f} eV")
print(f"first spacing / k_B Tc         {(levels[1] - levels[0]) / (kB * Tc):.2f}")
print(f"band centres below the top     {bound.sum()}")
print(f"classical/quantum well Q at Tc {well_factor:.2f}")
print("tests ok")
```

Output:

```
imaginary wavenumber           1000 1/cm
angular frequency w            1.8837e+14 rad/s
hbar w                         0.12398 eV
hbar w / k_B                   1438.8 K
crossover Tc                   228.99 K
k_B Tc                         0.01973 eV
Tc from imaginary-time loop    229.01 K (128 beads)
2 Tc (peak at barrier top)     458.0 K
barrier height V0              0.50 eV
sech^2 width a                 0.520 angstrom
Parabolic barrier: T (K), kappa, peak E - V0 (eV)
   700.0     1.200  +0.0142
   458.0     1.571  +0.0000
   300.0     3.542  -0.0231
   240.0    20.867  -0.0599
Finite barrier: T (K), kappa, peak E (eV), flux share below top
   700.0       1.217  0.5120  0.305
   458.0       1.574  0.4980  0.494
   300.0        3.06  0.4770  0.757
   229.0       8.663  0.4445  0.918
   150.0        1583  0.2145  1.000
V0 (T/Tc)^2 at 150 K           0.2145 eV
kappa(Tc) estimate, V0         8.92
kappa(Tc) numerical, 2 V0      12.16
kappa(Tc) estimate, 2 V0       12.62
largest kappa shift, step 0.01 to 0.005 a: 2.4e-05 percent
Tc with friction 0.1 w          217.8 K
Tc for deuterium               162.0 K
Tc change for 10% in w         22.9 K
cosine hop length              1.632 angstrom
cosine well ground level       0.0600 eV
cosine well first spacing      0.1157 eV
first spacing / k_B Tc         5.86
band centres below the top     5
classical/quantum well Q at Tc 3.32
tests ok
```
